# Plasmons of a gated two-dimensional electron gas, derived two ways: test program

```python
"""Plasmon of a two-dimensional electron gas near a metal gate.

Result under test: omega^2 = n q^2 V(q)/m, with
V(q) = e^2/(q [eps_far + eps_gap coth(q d)]). For q d << 1 and
alpha = 4 d/a_eff >> 1 this is omega = v0 q, v0 = sqrt(n e^2 d/(eps m)).
For any alpha the q -> 0 RPA velocity at zero temperature is
v = v_F (1+alpha)/sqrt(1+2 alpha).
n: sheet density, d: distance to gate, m: band mass, q: wave number,
a_eff = 4 pi eps hbar^2/(m e^2): effective Bohr radius, v_F: Fermi velocity.
Scaled RPA units: wave number k_F, velocity v_F, energy hbar^2 k_F^2/m.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solveh_banded
from scipy.optimize import brentq
from scipy.special import j1, expit

e, hbar, eps0 = const.e, const.hbar, const.epsilon_0
pi = np.pi

# Model inputs, SI units unless the name says otherwise
mass_ratio, eps_r = 0.07, 13.0
density, distance, wavelength = 5e15, 40e-9, 2e-6
temperature, mobility, mobility_room = 77.0, 10.0, 0.8
layer_width_nm, gate_screening_nm = 10.0, 0.05
nonparabolicity_per_eV = 0.6
barrier_eV, breakdown_MV_cm = 0.2, 0.4

m = mass_ratio * const.m_e
eps = eps_r * eps0
q = 2 * pi / wavelength
qd = q * distance
d_nm = distance * 1e9
k_fermi = np.sqrt(2 * pi * density)
v_fermi = hbar * k_fermi / m
fermi_energy = 0.5 * m * v_fermi**2
a_eff = 4 * pi * eps * hbar**2 / (m * e**2)
alpha = 4 * distance / a_eff
v0 = np.sqrt(density * e**2 * distance / (eps * m))


# ---- Electrostatics: finite volumes against the closed interaction ----
def interaction_length(q_nm, eps_gap, eps_far, width=0.0, screening=0.0):
    """eps0 V/e^2 in nm from Poisson's equation; the gate fills z < 0."""
    near = np.linspace(0, 2 * d_nm, 1601)
    far = np.geomspace(2 * d_nm, 2 * d_nm + 20 / q_nm, 1501)[1:]
    grid = np.concatenate([near, far])
    if screening > 0:
        metal = np.linspace(-15 * screening, 0, 301)[:-1]
        grid = np.concatenate([metal, grid])
    step = np.diff(grid)
    middle = 0.5 * (grid[1:] + grid[:-1])
    permittivity = np.where(middle < d_nm, eps_gap, eps_far)
    decay_squared = np.full(len(step), q_nm**2)
    if screening > 0:
        permittivity = np.where(middle < 0, 1.0, permittivity)
        decay_squared += np.where(middle < 0, screening**-2, 0.0)
    link = permittivity / step
    storage = 0.5 * step * permittivity * decay_squared
    inner = grid[1:-1]
    if width > 0:
        u = (inner - d_nm) / width
        charge = np.where(abs(u) < 0.5, np.cos(pi * u)**2, 0.0)
        charge = charge * 0.5 * (step[1:] + step[:-1])
        charge /= charge.sum()
    else:
        charge = np.zeros(len(inner))
        charge[np.argmin(abs(inner - d_nm))] = 1.0
    bands = np.zeros((2, len(inner)))
    bands[0, 1:] = -link[1:-1]
    bands[1] = link[1:] + link[:-1] + storage[1:] + storage[:-1]
    return charge @ solveh_banded(bands, charge)


poisson_error = 0.0
for x in (0.05, 0.5, 3.0):
    for eps_far in (1.0, 13.0, 40.0):
        numeric = interaction_length(x / d_nm, eps_r, eps_far)
        closed = d_nm / (x * (eps_far + eps_r / np.tanh(x)))
        poisson_error = max(poisson_error, abs(numeric / closed - 1))
assert poisson_error < 1e-3
for eps_far in (1.0, 13.0, 40.0):
    numeric = interaction_length(1e-3 / d_nm, eps_r, eps_far)
    assert abs(numeric * eps_r / d_nm - 1) < 5e-3

numeric = interaction_length(qd / d_nm, eps_r, eps_r)
series_ratio = 1 - qd / 2 + 5 * qd**2 / 24
assert abs(np.sqrt(numeric * eps_r / d_nm) - series_ratio) < 5e-4

# Finite layer and gate penetration act as shifts of d
thickness_shift = -layer_width_nm * (1 / 6 - 5 / (8 * pi**2))
penetration_shift = eps_r * gate_screening_nm
tiny_q = 1e-5 / d_nm
thick = eps_r * interaction_length(tiny_q, eps_r, eps_r, layer_width_nm)
soft = eps_r * interaction_length(tiny_q, eps_r, eps_r, 0.0,
                                  gate_screening_nm)
assert abs(thick - d_nm - thickness_shift) < 0.01
assert abs(soft - d_nm - penetration_shift) < 0.01

# ---- RPA: direct momentum integration of the density response ----
nodes, weights = np.polynomial.legendre.leggauss(60)
radius = 0.5 * (nodes + 1)
angles = 2 * pi * np.arange(400) / 400
radial_weight = 0.5 * weights * radius * 2 * pi / 400
projection = radius[:, None] * np.cos(angles)[None, :]


def density_response(wave, freq):
    energy_gain = projection * wave + 0.5 * wave**2
    terms = 2 * energy_gain / (freq**2 - energy_gain**2)
    return 2 / (4 * pi**2) * (radial_weight @ terms.sum(axis=1))


def scaled_interaction(wave, gap, bohr):
    return 4 * pi / (bohr * wave * (1 + 1 / np.tanh(wave * gap)))


def rpa_frequency(wave, gap, bohr):
    v_q = scaled_interaction(wave, gap, bohr)
    low = 1.01 * (wave + 0.5 * wave**2)
    high = 5 * wave * (1 + np.sqrt(v_q / (2 * pi)))
    return brentq(lambda w: 1 - v_q * density_response(wave, w),
                  low, high, xtol=1e-18, rtol=1e-13)


def rpa_velocity(strength):
    return (1 + strength) / np.sqrt(1 + 2 * strength)


bohr_scaled = a_eff * k_fermi
velocity_rows = []
for strength in (0.5, 2.0, alpha, 100.0):
    gap = strength * bohr_scaled / 4
    wave = 1e-4 / gap if gap > 10 else 1e-5
    root = rpa_frequency(wave, gap, bohr_scaled) / wave
    assert abs(root / rpa_velocity(strength) - 1) < 2e-4
    assert root > 1
    velocity_rows.append((strength, root, np.sqrt(strength / 2)))

# Exponent of the dispersion, at a large gap so that Fermi pressure is small
exponent_rows = []
large_gap = 1000 * distance * k_fermi
for x in (0.05, 0.2, 1.0, 5.0):
    wave = x / large_gap
    up = rpa_frequency(wave * 1.01, large_gap, bohr_scaled)
    down = rpa_frequency(wave / 1.01, large_gap, bohr_scaled)
    slope = np.log(up / down) / (2 * np.log(1.01))
    formula = 0.5 * (1 + 2 * x / np.expm1(2 * x))
    assert abs(slope - formula) < 1e-3
    center = rpa_frequency(wave, large_gap, bohr_scaled)
    local = np.sqrt(wave**2 * 2 * large_gap / bohr_scaled
                    * (1 - np.exp(-2 * x)) / (2 * x))
    assert abs(center / local - 1) < 1e-3
    exponent_rows.append((x, slope))

# Example frequencies
omega_linear = v0 * q
omega_gated = v0 * q * np.sqrt((1 - np.exp(-2 * qd)) / (2 * qd))
omega_ungated = np.sqrt(density * e**2 * q / (2 * eps * m))
wave = q / k_fermi
omega_rpa = (rpa_frequency(wave, distance * k_fermi, bohr_scaled)
             * v_fermi * k_fermi)
alpha_q = scaled_interaction(wave, distance * k_fermi, bohr_scaled) / pi
assert abs(omega_rpa / (rpa_velocity(alpha_q) * v_fermi * q) - 1) < 1e-3

# ---- Temperature: average over Fermi disks, energies in E_F ----
t = const.k * temperature / fermi_energy
mu = t * np.log(np.expm1(1 / t))


def occupation(energy):
    return expit((mu - energy) / t)


def thermal_condition(s):
    def integrand(energy):
        f = occupation(energy)
        return f * (1 - f) / t * (s / np.sqrt(s**2 - energy) - 1)
    return alpha * quad(integrand, 0, mu + 15 * t, epsabs=1e-12)[0] - 1


lowest_s = 1.01 * np.sqrt(mu + 15 * t)
thermal_s = brentq(thermal_condition, lowest_s, 20)
mean_energy = quad(lambda x: x * occupation(x), 0, mu + 40 * t)[0]
thermal_estimate = np.sqrt(alpha / 2 + 3 * mean_energy / 2)
assert abs(thermal_s / thermal_estimate - 1) < 3e-3
resonant_occupation = occupation(thermal_s**2)

# ---- Friction: eigenvalues of continuity and momentum equations ----
tau = mobility * m / e
tau_room = mobility_room * m / e
for lifetime in (tau, tau_room):
    w_tau = omega_gated * lifetime
    fluid = np.array([[0, w_tau], [w_tau, -1j]])
    eigen = np.linalg.eigvals(fluid)
    eigen = eigen[np.argmax(eigen.real)]
    assert abs(eigen - (np.sqrt(w_tau**2 - 0.25) - 0.5j)) < 1e-9
omega_damped = np.sqrt(omega_gated**2 - 1 / (4 * tau**2))

# ---- Retardation: Maxwell matching, units of d and light speed in medium ----


def matching_determinant(w, wave_number, speed):
    kappa = np.sqrt(wave_number**2 - w**2)
    matrix = np.array([[np.sinh(kappa), -1.0],
                       [np.cosh(kappa) / kappa,
                        1 / kappa - speed**2 / w**2]])
    return np.linalg.det(matrix)


for speed in (0.3, 0.8):
    k_test = 1e-4
    root = brentq(matching_determinant, 0.05 * k_test, 0.9999 * k_test,
                  args=(k_test, speed), xtol=1e-17)
    assert abs(root / k_test - speed / np.sqrt(1 + speed**2)) < 2e-4
light_speed = const.c / np.sqrt(eps_r)
retardation = 1 / np.sqrt(1 + (v0 / light_speed)**2) - 1

# ---- Exchange: energy from the exchange hole, then its curvature ----
hole_integral = quad(lambda x: (j1(x) / x)**2, 1e-9, 200, limit=500)[0]


def exchange_per_area(n):
    return -2 * pi * n**2 / np.sqrt(2 * pi * n) * hole_integral


h = 0.01
curvature = (exchange_per_area(1 + h) - 2 * exchange_per_area(1)
             + exchange_per_area(1 - h)) / h**2
exchange_scaled = -np.sqrt(2 / pi) / (4 * pi)
assert abs(curvature / (4 * pi) / exchange_scaled - 1) < 2e-4
exchange_shift = exchange_scaled / np.sqrt(density) * 1e9

# ---- Nonparabolic band: Drude weight from band curvature ----
ef_eV = fermi_energy / e
a_np = nonparabolicity_per_eV


def band(x):
    return (np.sqrt(1 + 4 * a_np * ef_eV * x**2) - 1) / (2 * a_np)


dx = 1e-4
first = (band(radius + dx) - band(radius - dx)) / (2 * dx)
second = (band(radius + dx) - 2 * band(radius) + band(radius - dx)) / dx**2
weight_numeric = (0.5 * weights) @ (radius * second + first) / (2 * ef_eV)
weight_closed = 1 / np.sqrt(1 + 4 * a_np * ef_eV)
assert abs(weight_numeric - weight_closed) < 1e-5

# ---- Static gate field and tunnelling, all charge induced by the gate ----
field = e * density / eps
turning_point = min(distance, barrier_eV / field)
tunnel_exponent = 2 * quad(
    lambda z: np.sqrt(2 * m * e * max(barrier_eV - field * z, 0)) / hbar,
    0, turning_point)[0]
subband_gap = 3 * (hbar * pi / (layer_width_nm * 1e-9))**2 / (2 * m)


def percent_from_shift(shift_nm):
    return 100 * (np.sqrt(1 + shift_nm / d_nm) - 1)


THz = 2 * pi * 1e12
print(f"mass {mass_ratio} m_e; relative permittivity {eps_r}")
print(f"density {density*1e-4:.1e} cm^-2; gate distance {d_nm:.0f} nm")
print(f"wavelength {wavelength*1e9:.0f} nm; q {q*1e-9:.6f} nm^-1")
print(f"qd {qd:.4f}; q/k_F {q/k_fermi:.4f}")
print(f"effective Bohr radius {a_eff*1e9:.3f} nm; alpha {alpha:.3f}")
print(f"Fermi energy {ef_eV*1e3:.2f} meV; v_F {v_fermi:.4e} m/s")
print(f"v0 {v0:.4e} m/s; v0/v_F {v0/v_fermi:.4f}")
print(f"frequency, linear law {omega_linear/THz:.4f} THz")
print(f"frequency, gated local law {omega_gated/THz:.4f} THz")
print(f"frequency, ungated law {omega_ungated/THz:.4f} THz")
print(f"frequency, full RPA at 0 K {omega_rpa/THz:.4f} THz")
print(f"plasmon energy, gated law {hbar*omega_gated/e*1e3:.3f} meV")
print(f"largest Poisson relative error {poisson_error:.1e}")
print("alpha; RPA v/v_F; capacitor-law v0/v_F")
for row in velocity_rows:
    print(f"  {row[0]:.3f}; {row[1]:.4f}; {row[2]:.4f}")
print("qd; exponent dln(omega)/dln(q) from RPA, d = 40000 nm")
for row in exponent_rows:
    print(f"  {row[0]:.2f}; {row[1]:.4f}")
print("Velocity or frequency changes relative to v0 q:")
print(f"  finite qd {100*(omega_gated/omega_linear-1):.2f} %")
print(f"  Fermi pressure, 0 K "
      f"{100*(rpa_velocity(alpha)*v_fermi/v0-1):.2f} %")
print(f"  Fermi pressure, {temperature:.0f} K "
      f"{100*(thermal_s*v_fermi/v0-1):.2f} %")
print(f"  layer width {layer_width_nm:.0f} nm: d shift "
      f"{thickness_shift:.3f} nm, {percent_from_shift(thickness_shift):.2f} %")
print(f"  gate screening {gate_screening_nm} nm: d shift "
      f"{penetration_shift:.3f} nm, "
      f"{percent_from_shift(penetration_shift):.2f} %")
print(f"  exchange: d shift {exchange_shift:.3f} nm, "
      f"{percent_from_shift(exchange_shift):.2f} %")
print(f"  nonparabolicity {a_np} eV^-1: "
      f"{100*(np.sqrt(weight_closed)-1):.2f} %")
print(f"  retardation {100*retardation:.4f} %")
print(f"kT at {temperature:.0f} K {const.k*temperature/e*1e3:.2f} meV")
print(f"occupation at plasmon velocity {resonant_occupation:.1e}")
print(f"mobility {mobility*1e4:.0f} cm2/Vs: tau {tau*1e12:.3f} ps")
print(f"  omega tau {omega_gated*tau:.2f}; "
      f"damped frequency {omega_damped/THz:.4f} THz")
print(f"room mobility {mobility_room*1e4:.0f} cm2/Vs: "
      f"omega tau {omega_gated*tau_room:.2f}")
print(f"gate field {field*1e-8:.4f} MV/cm; "
      f"rough breakdown {breakdown_MV_cm} MV/cm")
print(f"field/breakdown {field*1e-8/breakdown_MV_cm:.3f}; "
      f"gate voltage {field*distance:.3f} V")
print(f"barrier {barrier_eV} eV: tunnel exponent {tunnel_exponent:.1f}, "
      f"factor {np.exp(-tunnel_exponent):.1e}")
print(f"hard-wall subband gap {subband_gap/e*1e3:.1f} meV")

assert qd < 0.2 and alpha > 10 and omega_gated * tau > 1
assert field * 1e-8 < breakdown_MV_cm and subband_gap > fermi_energy
print("success")
```

Running it gives:

```
mass 0.07 m_e; relative permittivity 13.0
density 5.0e+11 cm^-2; gate distance 40 nm
wavelength 2000 nm; q 0.003142 nm^-1
qd 0.1257; q/k_F 0.0177
effective Bohr radius 9.828 nm; alpha 16.281
Fermi energy 17.10 meV; v_F 2.9313e+05 m/s
v0 8.3635e+05 m/s; v0/v_F 2.8531
frequency, linear law 0.4182 THz
frequency, gated local law 0.3932 THz
frequency, ungated law 0.8341 THz
frequency, full RPA at 0 K 0.4134 THz
plasmon energy, gated law 1.626 meV
largest Poisson relative error 1.8e-06
alpha; RPA v/v_F; capacitor-law v0/v_F
  0.500; 1.0607; 0.5000
  2.000; 1.3416; 1.0000
  16.281; 2.9828; 2.8531
  100.000; 7.1236; 7.0711
qd; exponent dln(omega)/dln(q) from RPA, d = 40000 nm
  0.05; 0.9754
  0.20; 0.9067
  1.00; 0.6566
  5.00; 0.5007
Velocity or frequency changes relative to v0 q:
  finite qd -5.97 %
  Fermi pressure, 0 K 4.55 %
  Fermi pressure, 77 K 6.58 %
  layer width 10 nm: d shift -1.033 nm, -1.30 %
  gate screening 0.05 nm: d shift 0.650 nm, 0.81 %
  exchange: d shift -0.898 nm, -1.13 %
  nonparabolicity 0.6 eV^-1: -1.00 %
  retardation -0.0051 %
kT at 77 K 6.64 meV
occupation at plasmon velocity 5.4e-10
mobility 100000 cm2/Vs: tau 3.980 ps
  omega tau 9.83; damped frequency 0.3927 THz
room mobility 8000 cm2/Vs: omega tau 0.79
gate field 0.0696 MV/cm; rough breakdown 0.4 MV/cm
field/breakdown 0.174; gate voltage 0.278 V
barrier 0.2 eV: tunnel exponent 23.2, factor 8.2e-11
hard-wall subband gap 161.2 meV
success
```
